# Surface Green functions by decimation: doubling the slab at each step

An electron in a copper interconnect travels some tens of nanometres between collisions, and the line may be narrower than that. Its encounters with the surface then matter, and an atomic description of them needs the electronic states at the outermost layers of a crystal that continues inward. A computer can store only a finite piece. If we cut the crystal at some depth, the cut is a second surface, and the electron comes back from it. How deep must the cut be, and must every layer above it be paid for?

## The quantity wanted

Take a flat surface with perfect periodicity parallel to it, so that the parallel wave vector is conserved and each of its values gives a separate one-dimensional problem. Group the atomic layers into principal layers $n=0,1,2,\dots$, each thick enough to couple only to its neighbours. In an orthogonal basis with $m$ orbitals per principal layer, the Hamiltonian has the $m\times m$ blocks

$$H_{nn}=h\ (n\ge1),\quad H_{00}=h_s,\quad H_{n,n+1}=V,\quad H_{n+1,n}=V^\dagger .$$

The Green function is $G(z)=(z-H)^{-1}$ with $z=E+i\eta$, $\eta>0$. We want its surface block $G_{00}$; $-\mathrm{Im}\,G_{00}/\pi$, taken on the diagonal, is the local density of states per spin, broadened by $\eta$.

The damping has a physical reading. An amplitude decaying as $e^{-\eta t/\hbar}$ gives a probability decaying as $e^{-2\eta t/\hbar}$, so a lifetime $\tau$ means $\eta=\hbar/2\tau$. We take it equal in all layers and states.

## What goes wrong with adding layers

The direct method builds a slab from the back. Let $G^{(N)}$ be the surface block of a slab of $N$ layers, with $h_s=h$ for the moment. Put one more layer on top. Its equations are $(z-h)G_0=1+VG_1$ and $G_1=G^{(N)}V^\dagger G_0$, hence

$$G^{(N+1)}=\left(z-h-VG^{(N)}V^\dagger\right)^{-1}.$$

Each step is cheap and adds one layer. To find how many are needed, compare the slab with the full crystal. Restoring the bond between layers $N-1$ and $N$ gives, by $G=G^{\rm cut}+G^{\rm cut}WG$ with $W$ the restored coupling,

$$G_{00}-G^{(N)}_{00}=G^{(N)}_{0,N-1}\,V\,G_{N,0}. \tag{1}$$

The other half of $W$ drops out because $G^{\rm cut}_{0,N}=0$. The error is a wave that runs to the cut and back.

**It does converge.** Multiply layer $n$ by the weight $e^{\kappa n}$, held constant beyond some arbitrarily deep layer so that it stays bounded. This replaces $H$ by $H+K$, where $K$ contains $V(e^{-\kappa}-1)$ and $V^\dagger(e^{\kappa}-1)$. Therefore

$$\|K\|\le\|V\|\left[(1-e^{-\kappa})+(e^\kappa-1)\right]\le2\|V\|(e^\kappa-1).$$

Choose $\kappa=\ln(1+\eta/4\|V\|)$, which makes the right side $\eta/2$. Since $H$ is Hermitian, $\|(z-H)x\|\ge\eta\|x\|$, so the weighted Green function has norm at most $1/(\eta-\eta/2)=2/\eta$. Its block $(n,0)$ is $e^{\kappa n}G_{n0}$, so $\|G_{n0}\|\le(2/\eta)e^{-\kappa n}$. The opposite weight gives the same bound for $G_{0n}$, and both hold for a slab too. Inserted in (1),

$$\|G_{00}-G^{(N)}_{00}\|\le\frac{4\|V\|}{\eta^2}\,e^{-\kappa(2N-1)} .$$

**The actual rate** follows from the Bloch waves. Away from the source, $G_{n0}$ is a sum of terms $\lambda^nu$ with

$$\left[V\lambda^2-(z-h)\lambda+V^\dagger\right]u=0,\qquad|\lambda|<1 .$$

For a propagating wave write $\lambda=e^{i\varphi}$, where $\varphi$ is the phase per principal layer and $E(\varphi)$ the bulk band. Raising the energy by $i\eta$ changes the phase, to first order, by $i\eta/E'(\varphi)$. With principal-layer thickness $D$ and normal velocity $v=DE'/\hbar>0$,

$$|\lambda|=e^{-\eta D/\hbar v}=e^{-D/2\ell},\qquad \ell=v\tau=\frac{\hbar v}{2\eta}.$$

One propagator in (1) takes the wave to the cut and the other brings it back. Suppose the returning wave has the same speed, as a mirror plane parallel to the surface ensures. Both propagators then carry a factor of size $|\lambda|^N$ once the slab is thick enough for repeated reflections to be negligible. If the two speeds differ, $1/\ell$ below is to be read as the average of its values for the two directions. With $L=ND$,

$$\text{error}\propto|\lambda|^{2N}=e^{-L/\ell}. \tag{2}$$

If several waves propagate, the one with the largest $|\lambda|$ sets the rate. For a relative error $\delta$, and a prefactor near one, the direct method needs

$$N\approx\frac{\ell}{D}\ln\frac1\delta \tag{3}$$

layers. The ratio of a mean free path to an atomic distance makes this number large.

## Using the sameness of the layers

The direct method ignores the fact that the interior layers are identical. If we work out once what removing a layer does to its two neighbours, the answer holds for every other interior layer. So remove every second layer at once.

Write the equations for the column $G_n\equiv G_{n0}$ in a form that can be repeated:

$$(z-\varepsilon^s)G_0=1+\alpha G_1,\qquad (z-\varepsilon)G_n=\beta G_{n-1}+\alpha G_{n+1},$$

starting from $\varepsilon^s=h_s$, $\varepsilon=h$, $\alpha=V$, $\beta=V^\dagger$. With $g=(z-\varepsilon)^{-1}$, an odd layer obeys

$$G_n=g\left(\beta G_{n-1}+\alpha G_{n+1}\right).$$

Put $n=1$ into the surface equation and collect the terms in $G_0$:

$$\left[z-(\varepsilon^s+\alpha g\beta)\right]G_0=1+\alpha g\alpha\,G_2 .$$

For an even layer $n\ge2$, replace both odd neighbours:

$$(z-\varepsilon)G_n=\beta g(\beta G_{n-2}+\alpha G_n)+\alpha g(\beta G_n+\alpha G_{n+2}),$$

$$\left[z-(\varepsilon+\alpha g\beta+\beta g\alpha)\right]G_n=\beta g\beta\,G_{n-2}+\alpha g\alpha\,G_{n+2}.$$

The form is the old one, with twice the spacing. This is the Sancho-Rubio step:

$$\varepsilon^s\to\varepsilon^s+\alpha g\beta,\quad \varepsilon\to\varepsilon+\alpha g\beta+\beta g\alpha,\quad \alpha\to\alpha g\alpha,\quad \beta\to\beta g\beta .$$

All right-hand sides use the old values, and the order of the matrices matters. The surface block gains one term because it has a neighbour on one side only. No inverse of $V$ appears, so a singular $V$ is allowed.

The inverse $g$ always exists for $\eta>0$. Let $M$ be $z-H$ before an elimination and $M'$ the operator left afterwards. For any vector $x$ on the kept layers, choose $y$ on the removed layers to satisfy their equations. Then $M(x,y)=(M'x,0)$, so

$$\mathrm{Im}\langle x|M'x\rangle=\mathrm{Im}\langle(x,y)|M(x,y)\rangle\ge\eta\left(\|x\|^2+\|y\|^2\right)\ge\eta\|x\|^2 .$$

The property passes from step to step. Taking $x$ on a single layer shows $\|(z-\varepsilon)x\|\ge\eta\|x\|$, hence $\|g\|\le1/\eta$.

## Why each iteration doubles the slab

After $i$ steps the original layers $0,N,2N,\dots$ remain, with $N=2^i$: the spacing starts at one and doubles each time. For $i\ge1$, consider the $N-1$ removed layers between $0$ and $N$, and let $F$ be their Green function when isolated. They are driven by $V^\dagger G_0$ at their first layer and by $VG_N$ at their last, so

$$G_1=F_{\rm first,first}V^\dagger G_0+F_{\rm first,last}VG_N .$$

Inserting this in $(z-h_s)G_0=1+VG_1$ gives

$$\varepsilon^s_i=h_s+VF_{\rm first,first}V^\dagger,\qquad \alpha_i=VF_{\rm first,last}V .$$

Removing the layers in stages or together gives the same equation, because the removed unknowns are determined uniquely by the kept ones.

Now take a slab made of layers $0$ to $N-1$. The same layers are removed, but there is no $G_N$. What is left is $(z-\varepsilon^s_i)G_0=1$, that is,

$$\left(z-\varepsilon^s_i\right)^{-1}=G^{(N)}_{00},\qquad N=2^i . \tag{4}$$

For $i=0$ this is the single layer $(z-h_s)^{-1}$. Equation (4) is an identity at every $i$, converged or not. It was tested for $i=0$ to $6$ with random complex $3\times3$ blocks, a singular $V$, a different surface block and $z=0.2+0.3i$. The largest relative difference from the diagonalized slab was $2\times10^{-15}$.

What doubles is the thickness. By (2) the error is then squared, apart from its prefactor: if $\delta_i=Cq^N$, then $\delta_{i+1}=Cq^{2N}=\delta_i^2/C$. This helps only once $\delta_i$ is small, which requires $L$ to exceed $\ell$. From (3), the number of iterations is about $\log_2[(\ell/D)\ln(1/\delta)]$, rounded up.

A safe stopping rule follows from the part still neglected. In the full crystal $G_{00}^{-1}=z-\varepsilon^s_i-\alpha_i\tilde G\beta_i$, where $\tilde G$ is the surface block of the remaining chain below layer 0. Since $\|\tilde G\|$, $\|G_{00}\|$ and $\|G^{(N)}_{00}\|$ are all at most $1/\eta$, the absolute error is at most $\|\alpha_i\|\|\beta_i\|/\eta^3$.

## A single chain, and the limit of no damping

With one orbital per layer and real $V$, $\alpha=\beta$ and the recursion can be solved. Define $c_i=(z-\varepsilon_i)/2\alpha_i$. One step gives

$$c_{i+1}=\frac{(z-\varepsilon_i)-2\alpha_i^2/(z-\varepsilon_i)}{2\alpha_i^2/(z-\varepsilon_i)}=\frac{(z-\varepsilon_i)^2}{2\alpha_i^2}-1=2c_i^2-1 .$$

This is the double-angle formula. If $c_0=\cos\theta$, which is the chain's dispersion $z=h+2V\cos\theta$, then $c_i=\cos(2^i\theta)$. The phase between retained layers doubles, as it must if their distance does.

With damping, $\theta$ is complex, $|c_i|$ finally grows as $\tfrac12e^{2^i|\mathrm{Im}\,\theta|}$, and the coupling becomes negligible beside $z-\varepsilon_i$. Outside the band the same happens at $\eta=0$, since the wave is evanescent. Inside the band with $\eta=0$, $\theta$ is real and $|c_i|\le1$ at every step: the coupling never becomes small compared with $z-\varepsilon_i$, and there is no limit. A step can even fail, when $c_i=0$. If $\eta$ is only a numerical device, it must go to zero after the thickness has gone to infinity. By (3), halving a small $\eta$ at fixed accuracy costs about one more iteration.

## An fcc(110) surface in the regime of copper

Take one $s$ orbital per atom at energy zero, hopping $-t$ between nearest neighbours, $t=1$ eV, lattice constant $a=0.36$ nm, $\tau=25$ fs and one electron per atom. Then $\eta=13.2$ meV.

Along the (110) normal, atomic layers are $d=a/2\sqrt2=0.127$ nm apart. An atom has two neighbours in its own layer, four in each adjacent layer and one in each second layer, twelve in all. Because second layers couple, a principal layer must hold two atomic layers, and $D=0.255$ nm. Let $e_0,v_1,v_2$ be the in-layer energy and the couplings to the next and second layers at fixed parallel wave vector. Then

$$h=\begin{pmatrix}e_0&v_1\\v_1&e_0\end{pmatrix},\qquad V=\begin{pmatrix}v_2&0\\v_1&v_2\end{pmatrix}.$$

At zero parallel wave vector the neighbour counts give $e_0=-2t$, $v_1=-4t$, $v_2=-t$. With $\phi$ the phase per atomic layer, the band is

$$E=-2t-8t\cos\phi-2t\cos2\phi=-8t\cos\phi-4t\cos^2\phi .$$

Half filling puts the Fermi energy at 0.918 eV. Solving the quadratic gives $\cos\phi=-1+\sqrt{1-0.918/4}=-0.122$, so $\phi=1.693$; the other root lies below $-1$ and belongs to an evanescent wave. The slope is $dE/d\phi=8t\sin\phi\,(1+\cos\phi)=6.97$ eV. Multiplying by $d/\hbar$ gives $v=1.35\times10^6$ m/s, and $\ell=v\tau=33.7$ nm.

The table shows some iterations at this wave vector. The error is the norm of the deviation of the $2\times2$ block from the semi-infinite result built from Bloch waves, relative to the norm of that result. The last column is the density of states on the outermost atom, in 1/(eV spin).

| $i$ | $N$ | $L$ (nm) | Error | Density |
|---|---|---|---|---|
| 3 | 8 | 2.04 | 0.72 | 0.0036 |
| 4 | 16 | 4.07 | 5.5 | 0.456 |
| 6 | 64 | 16.3 | 0.63 | 0.034 |
| 8 | 256 | 65.2 | 0.18 | 0.079 |
| 10 | 1024 | 261 | $5.7\times10^{-4}$ | 0.0909 |
| 11 | 2048 | 521 | $2.5\times10^{-7}$ | 0.0909 |
| 12 | 4096 | 1043 | $5\times10^{-14}$ | 0.0909 |

The early values jump because a thin slab has separate levels. Neighbouring levels differ by $\pi$ in $k_\perp L$, hence by about $\pi\hbar v/L$ in energy, while each has full width $2\eta$. The ratio is $\pi\ell/L$, or 26 at $i=4$. The density there is five times its final value, as happens when the chosen energy lies near one of these narrow levels. Stopping because two successive values happened to agree would be unsafe in this range; the size of $\alpha_i$ and $\beta_i$ is the proper criterion.

Later the law (2) takes over. From $i=10$ to $11$ the slab grows by 261 nm, so the logarithm of the error should fall by $261/33.7=7.74$, and it does. For a relative error of $10^{-8}$, equation (3) gives $(33.69/0.2546)\times18.42=2438$ layers. Adding them singly took 2475; decimation took 12 iterations, since $2^{11}<2475\le2^{12}$. One iteration costs an inverse and six products, against an inverse and two products for a single added layer. If inverses and products are counted alike, that is 84 operations and one final inverse, against about 7400.

With $\eta=0$ and the rest unchanged, successive estimates between iterations 20 and 30 still differed by several times the norm of the damped $G_{00}$. The largest difference was 4.7 times that norm in this run, but because the phase is multiplied by up to $2^{30}$, the figure changes with the seventh digit of the energy; only the failure to settle is significant.

## What the surface average shows, and what the model omits

Averaged over all parallel wave vectors, the density of states at the Fermi energy is 0.173 per eV, atom and spin on the outermost atom, against 0.130 in the bulk. The bulk value comes from the same iteration, as $(z-\varepsilon_\infty)^{-1}$.

The outermost atom also holds 1.12 electrons instead of one, which a real metal would screen. A potential $\Delta$ on every outermost atom keeps the periodicity. At each parallel wave vector it changes that atom's diagonal element $g_s$ of the Green function to $g_s'=g_s+g_s\Delta g_s'$, or $g_s'=g_s/(1-\Delta g_s)$, with no new decimation. Neutrality requires $\Delta=0.33$ eV, and the surface density of states then falls by 7.4 %. Deeper layers were left unshifted, so this sizes the effect without being a self-consistent answer.

The other corrections, each made with the rest held fixed and without $\Delta$, are unequal. Thermal smearing at 373 K changes the averaged density by less than 0.1 %. Shortening the lifetime by the factor $300/373$, as for scattering proportional to temperature, changes it by $-0.1$ %. Replacing the half-space by a 16.3 nm film with two flat faces changes it by $-1.6$ %, but at zero parallel wave vector by $-62$ %. Both numbers belong to this one thickness and oscillate in sign as atomic layers are added: between 123 and 133 atomic layers the average stays within about $\pm1.6$ %, while the value at zero parallel wave vector ranges from about $-75$ % to about $+300$ %. The latter refers to a sharp energy. The film levels are about 0.17 eV apart, comparable with the thermal width, and smearing film and half-space at 300 K reduces the $-62$ % to $-10$ %. The average remains far less sensitive to the second face than the value at zero parallel wave vector.

For comparison, copper has a room-temperature mean free path of roughly 40 nm, and free-electron theory gives it a Fermi velocity of roughly $1.6\times10^6$ m/s. The model's values at zero parallel wave vector are of the same order. Narrow interconnects, with widths of some 10 to 20 nm, break the half-space assumption. In ideal films near 16 nm, the second face changes the averaged density by one or two per cent, and the value at zero parallel wave vector, once thermally smeared at 300 K, by up to some tens of per cent, with a sign that depends on the thickness. A real line also has side walls, which such a film does not represent. Copper also has $d$ states. A rough two-level estimate, with one $d$ level 3 eV below the $s$ level and a coupling of 1 eV, gives 8 % $d$ weight in the upper state. This shows only the mechanism and understates copper: its $d$ band reaches to within about 2 eV of the Fermi level, and $spd$ tight-binding band structures give the states at the Fermi level roughly a third or more $d$ character, so quantitative surface densities for copper need the $d$ orbitals in $h$ and $V$. Liners, roughness and grain boundaries are absent here and have not been sized. A liner that keeps the surface periodicity can be included through extra surface layers. Roughness breaks that periodicity and needs a larger surface cell or a scattering theory, for which this $G_{00}$ is the starting point. The values of the main calculation are in the numerical output below.

## Table of computed values

```
lattice constant 0.36 nm, hopping t 1.00 eV
lifetime 25.0 fs, eta = hbar/(2 tau) 13.16 meV
atomic layer spacing 0.1273 nm
principal layer thickness D 0.2546 nm
Fermi energy (half filling) 0.918 eV from site energy
random complex blocks: worst slab difference 2.0e-15
Zero parallel wave vector, E = Fermi energy:
phase per atomic layer 1.6933 rad, dE/dphi 6.970 eV
normal velocity 1.348e+06 m/s, mean free path 33.69 nm
largest |lambda| per principal layer 0.996230
i, layers N, thickness nm, relative error, surface DOS 1/(eV spin)
 0     1      0.25 1.24e+00 0.00183
 1     2      0.51 1.74e+00 0.00672
 2     4      1.02 5.92e+00 0.13406
 3     8      2.04 7.22e-01 0.00359
 4    16      4.07 5.52e+00 0.45597
 5    32      8.15 9.07e-01 0.02710
 6    64     16.29 6.30e-01 0.03421
 7   128     32.58 4.29e-01 0.05738
 8   256     65.17 1.79e-01 0.07855
 9   512    130.33 2.72e-02 0.08867
10  1024    260.67 5.74e-04 0.09086
11  2048    521.34 2.51e-07 0.09093
12  4096   1042.67 4.62e-14 0.09093
13  8192   2085.34 2.09e-15 0.09093
log error ratio i=10 to 11: 7.7358, law 7.7362
target relative error 1e-08
one-by-one layers needed 2475, estimate 2438
decimation iterations needed 12
eta=0: largest late jump / |G| 4.68 (iterations 20-30)
Surface-zone averages, DOS in 1/(eV atom spin):
surface atom DOS 0.1727 (coarser grid 0.1727)
bulk atom DOS 0.1299
electrons per atom: bulk 1.000, surface 1.119
surface electrons by slab count 1.121
neutrality shift of surface atom 0.329 eV
slab count with that shift 1.001 electrons
DOS with shift 0.1598, change -7.4 %
thermal smearing at 373 K: change -0.02 %
lifetime scaled by 0.804: change -0.11 %
film 16.3 nm: DOS 0.1698, change -1.6 %
film on coarser grid: DOS 0.1699
same film, zero wave vector: change -62.4 %
rough d level 3.0 eV below, mixing 1.0 eV: d weight 0.084
```
